# Shear coupling of a symmetric low-angle tilt boundary by dislocation glide

A calculation of grain-boundary migration in a bicrystal has to settle at the start whether the two outer ends of the cell may slide past each other parallel to the boundary. For a low-angle tilt boundary that moves by dislocation glide, the choice decides whether the boundary can travel far at all. If it advances by $h$ along its normal, one grain must translate tangentially relative to the other by $d=2h\tan(\theta/2)$, where $\theta$ is the tilt angle. Ends that are held fixed turn this translation into elastic shear, and the resulting stress opposes the motion.

Let the boundary be the plane $x=X$, with unit normal $\mathbf n$ along $x$, unit tangent $\mathbf t$ along $y$, and tilt axis along $z$. Grain A lies on the left and grain B on the right. Both are obtained from one reference crystal, whose slip direction is $x$ and whose slip-plane normal is $y$, by rotations about $z$: A by $+\theta/2$ and B by $-\theta/2$. Write $\varphi=\theta/2$, $s=\sin\varphi$ and $c=\cos\varphi$, and let

$$
R(\varphi)=\begin{pmatrix} c&-s\\ s&c\end{pmatrix}
$$

be the anticlockwise rotation. The slip direction then points along $(c,s)$ in A and along $(c,-s)$ in B. The wall consists of equal edge dislocations with lines along $z$ and Burgers length $b$ along the slip direction, which on average over the two grains is the boundary normal.

Five conditions are assumed. The dislocations glide and do not climb; the grains do not slide independently along the boundary; no other dislocations cross the swept region; the grain orientations stay fixed; and the grains are free to translate. What follows is geometry, so the relations contain no physical constants and read the same in atomic units as in any others.

The spacing of the dislocations follows from comparing one boundary vector in the two lattices. Take a length $L$ along $\mathbf t$. To express it in the reference axes of each crystal, undo that crystal's rotation:

$$
R(-\varphi)\begin{pmatrix}0\\L\end{pmatrix}=L\begin{pmatrix}s\\c\end{pmatrix}\ \text{(A)},\qquad
R(\varphi)\begin{pmatrix}0\\L\end{pmatrix}=L\begin{pmatrix}-s\\c\end{pmatrix}\ \text{(B)}.
$$

The two readings differ by $2Ls$ along the slip direction and agree in the other component. This mismatch is the total Burgers vector of the dislocations crossed by the length $L$, so their number is $2Ls/b$ and their mean spacing is

$$
D=\frac{b}{2\sin(\theta/2)} .
$$

When the wall moves to the right, a layer of crystal B becomes crystal A. Each dislocation shears the material across its slip plane by $b$. The slip planes cut the boundary at intervals $D$, but they are inclined at $\varphi$ to its normal, so their perpendicular separation is $D\cos\varphi$. Averaged over many planes, the slip is a shear of magnitude

$$
\gamma=\frac{b}{D\cos\varphi}=\frac{2\sin\varphi}{\cos\varphi}=2\tan\varphi .
$$

Its sign is fixed by the lattices. In reference axes the slip is

$$
M=\begin{pmatrix}1&\gamma\\0&1\end{pmatrix},
$$

and it has to carry the boundary vector as read in B into the same vector as read in A. Applied to $(-s,c)$ it gives $(-s+\gamma c,\;c)$. This equals $(s,c)$ if $\gamma c=2s$, so $\gamma$ is positive and its magnitude agrees with the value found by counting slip planes.

The slip alone does not describe how the swept layer moves in the laboratory. Slip displaces the atoms of B by lattice vectors and leaves the lattice in orientation B, whereas the layer must end in orientation A. The full deformation is therefore built in three steps: rotate from laboratory axes into the reference axes of B, which is the operation $R(\varphi)$; slip with $M$; and rotate into orientation A, which is again $R(\varphi)$. Hence

$$
F=R(\varphi)\,M\,R(\varphi).
$$

The product of the two right-hand factors is

$$
M R(\varphi)=\begin{pmatrix}c+\gamma s&-s+\gamma c\\ s&c\end{pmatrix}
=\begin{pmatrix}(1+s^2)/c& s\\ s&c\end{pmatrix}.
$$

Here $\gamma c=2s$ was used in the upper right element. In the upper left, $c+2s^2/c=(c^2+2s^2)/c=(1+s^2)/c$. Multiplying from the left by $R(\varphi)$ gives the four elements of $F$:

$$
\begin{aligned}
F_{xx}&=(1+s^2)-s^2=1,\\
F_{xy}&=cs-sc=0,\\
F_{yx}&=\frac{s(1+s^2)}{c}+cs=\frac{s+s(s^2+c^2)}{c}=\frac{2s}{c},\\
F_{yy}&=s^2+c^2=1.
\end{aligned}
$$

The swept layer thus undergoes

$$
F=\begin{pmatrix}1&0\\ \beta&1\end{pmatrix},\qquad \beta=2\tan\frac{\theta}{2},
$$

a simple shear parallel to the boundary. The second column says that lengths along the boundary are unchanged, so the new A crystal fits the old one without strain. The first row says that distances along the normal are unchanged on average over many slip planes, although single atoms shift by a fraction of $b$, so $h$ has the same value measured before or after the layer has transformed.

Inside the layer the average tangential displacement grows as $\beta$ times the distance from the initial boundary position. At the far side it reaches $\beta h$, and the remaining part of B is carried along rigidly:

$$
d=\beta h=2h\tan\frac{\theta}{2}.
$$

With A held fixed, B moves along $+\mathbf t$ when the wall moves into B. Reversing the migration reverses the translation, and reversing the tilt reverses the sign of the ratio. If the wall moves steadily, the tangential and normal velocities have the same ratio $\beta$.

The role of glide can be seen by following one dislocation. Let it start at height $y_0$ and advance by $h$ along the normal. Relative to A it stays on a plane of slope $+\tan\varphi$, so its height rises by $h\tan\varphi$. Relative to the material of B it stays on a plane of slope $-\tan\varphi$, so its height falls by $h\tan\varphi$. The dislocation has one position in space. If B has meanwhile risen by $d$, the height relative to B has changed by $h\tan\varphi-d$, and setting this equal to $-h\tan\varphi$ gives $d=2h\tan\varphi$ again. The path along the slip plane is $h/\cos\varphi$ in each lattice.

The same argument shows what happens when the no-climb condition is relaxed. Suppose the dislocation also leaves its slip plane, by a height $a_A$ relative to A and $a_B$ relative to B, both measured along $y$. Net climb adds or removes atoms and so changes the separation of the grains along the normal, by about $\theta$ times the climb distance. The advances measured in the two lattices then differ by this amount, and $h$ is to be read as their mean. Then $h\tan\varphi+a_A-d=-h\tan\varphi+a_B$, or

$$
d=\beta h+a_A-a_B .
$$

Equal departures in the two lattices leave the translation unchanged. Climb of the wall's own dislocations is of this kind: the slip planes run continuously through the wall, so a dislocation that climbs by one row does so in both lattices, $a_A=a_B$, and uniform climb moves the grains along the normal but not along the boundary. Climb can still alter the wall by changing the spacing or by removing dislocations, and with them the tilt. Unequal departures, which with $h=0$ describe sliding without migration, require the slip planes to be cut along the boundary, for instance by other dislocations with a Burgers component along $\mathbf t$. Neither glide nor climb of the wall's own dislocations provides this.

For small angles, $\tan\varphi=\varphi+\varphi^3/3+\dots$ gives

$$
\beta=\theta+\frac{\theta^3}{12}+\dots .
$$

The ratio then reduces to the tilt angle in radians, with a relative correction of $\theta^2/12$. The matrix algebra did not require $\theta$ to be small. The physical picture did, because separate dislocations exist when $D$ is several times $b$; at larger angles the cores overlap. Nor is the ratio a function of the misorientation alone. If the crystal is mapped onto itself by a rotation $\omega$ about the tilt axis, the same pair of orientations is also described by the angle $\theta-\omega$, which corresponds to another set of dislocations and another shear. Geometry permits such modes but does not say which one operates. The present result belongs to the wall specified above.

Rigid translation of the distant grains also requires that the wall exert no long-range stress. In isotropic elasticity, with shear modulus $\mu$ and Poisson ratio $\nu$, one edge dislocation at the origin with Burgers vector along $x$ has a shear stress of magnitude

$$
\sigma_{xy}=\frac{\mu b}{2\pi(1-\nu)}\,\frac{x(x^2-y^2)}{(x^2+y^2)^2},
$$

which falls off as $1/x$ along its slip plane. Place further dislocations at $y=jD$ for all integers $j$ and evaluate the total on the slip plane $y=0$, neglecting the small tilt of the Burgers vectors. The partial-fraction series of the hyperbolic cotangent is

$$
\sum_{j}\frac{x}{x^2+j^2D^2}=\frac{\pi}{D}\coth\frac{\pi x}{D}.
$$

Differentiating a term on the left with respect to $x$ gives $(j^2D^2-x^2)/(x^2+j^2D^2)^2$, and differentiating the right gives $-(\pi^2/D^2)/\sinh^2(\pi x/D)$. After a change of sign and multiplication by $x$,

$$
\sigma_{xy}^{\rm wall}=\frac{\mu b}{2\pi(1-\nu)}\;\frac{\pi^2x}{D^2\sinh^2(\pi x/D)} .
$$

For $x\gg D$ this decays as $x\,e^{-2\pi x/D}$. Direct summation over 400,001 dislocations gives 2.4997 at $x=0.3D$ and 0.0740 at $x=D$ for the second factor multiplied by $D$, in agreement with the closed form to within $3\times10^{-5}$.

The derivation assumes that a loaded wall really does move by glide. This was tested on an atomistic bicrystal in which no relation between migration and translation was imposed. The model is a two-dimensional triangular lattice with a Morse pair potential, periodic along the boundary, with one dislocation per period. The outer slab of A was held fixed. The outer slab of B was displaced along $\mathbf t$ in 40 small steps and left free to move as a whole along $\mathbf n$, so that no normal load built up. After each step the energy was minimized, and the boundary was located from the excess energies of the atoms. The ratio was fitted to the part of the run in which the boundary had already moved by more than 1.5 lattice constants.

At a tilt of 9.43 degrees the measured ratio was 0.1656, against a predicted 0.1650; at 7.34 degrees it was 0.1292, against 0.1283. The deviations are 0.4 and 0.7 percent of the predicted values, but agreement this close depends on the setting. At 9.43 degrees, a fit restricted to migrations between 1.5 and 6 lattice constants gives 0.174, and a cell 42 instead of 30 lattice constants wide, loaded in steps twice as large, gives 0.167, so the measured ratio is good to a few percent. The test required agreement within 8 percent, since the wall moves in lattice-periodic jumps and few periods were sampled. It confirms the mechanism, the sign and the growth with angle between these two tilts. It cannot distinguish $2\tan(\theta/2)$ from $\theta$, which differ by about 0.2 percent at the larger angle. That distinction rests on the algebra and on a separate test in which $D$, $\gamma$ and $F$ were computed from lattice vectors alone, for boundary periods of 7, 9, 15 and 31 atomic rows; $D$ and $\gamma$ agreed with the formulas to within $10^{-9}$, and $F$ was checked to about $10^{-5}$.

The total displacements in the atomistic runs do not give the same ratio as the fits. At 9.43 degrees an imposed translation of 1.646 lattice constants moved the boundary by 9.07. The coupling accounts for $0.1650\times9.07\approx1.50$ lattice constants and leaves about 0.15. Elastic shear of the two grains under the stress needed to move the wall is the likely cause, though it was not measured separately. For a sheared region of width $W$ under stress $\tau$, linear elasticity adds a displacement $\tau W/\mu$, so that

$$
\frac{d_{\rm total}}{h}=\beta+\frac{\tau W}{\mu h}.
$$

The second term fades as the migration distance grows at fixed stress. A coupling ratio is therefore better taken from the slope during steady motion than from the end points of a short run.

A thin ruthenium film shows the sizes involved. Consider columnar grains with the hexagonal $c$ axis along the film normal, and between two of them a 5.0 degree tilt boundary about that axis, made of edge dislocations that glide on prismatic planes. Rough typical values are $b=0.27$ nm, $\mu=190{,}000$ MPa and $\nu=0.25$. The spacing is

$$
D=\frac{0.27\ \text{nm}}{2\sin 2.5^\circ}\approx3.1\ \text{nm},
$$

or about 11 Burgers lengths, so the dislocations are well separated. The coupling ratio is $\beta=2\tan2.5^\circ=0.0873$, which exceeds the angle in radians by 0.064 percent. For a migration of 5.0 nm,

$$
d=0.08732\times5.0\ \text{nm}=0.437\ \text{nm}=4.37\ \text{angstrom}.
$$

Half of this, 0.218 nm, is the drift of each dislocation relative to either lattice. The glide path, 5.005 nm, is barely longer than the migration. One spacing away from the wall, on the slip plane of a dislocation, the wall's own shear stress is about 260 MPa, some 7 percent of what a single dislocation would give there; at two spacings the closed form gives only about 1 MPa. These two values are for an endless wall. Cutting the wall off at a length 1000 times the distance would add about 14 MPa near its middle, which matters little at one spacing but far exceeds the 1 MPa at two. A boundary only 20 nm long contains six or seven dislocations, and an isolated wall of seven would give more than 2000 MPa at both distances on the slip plane of its middle dislocation, unless adjoining boundaries or other dislocations cancel the stress of its ends.

These figures hold for a bicrystal whose grains are free to translate, and a grain in a film is not. Let the moving column have width $W=20$ nm, let its neighbours hold its far side, and treat the original grain on the other side of the wall as rigid, while the swept layer can still shear elastically; if the original grain also shears, its width adds to $W$. The translation must then be taken up by elastic shear, with a back stress of about

$$
\tau_{\rm back}=\frac{\mu\beta h}{W}=\frac{190{,}000\times0.4366}{20}\ \text{MPa}\approx4100\ \text{MPa}.
$$

If the available shear stress is $\tau=500$ MPa, the wall stops when the two are equal, at

$$
h_{\rm stop}=\frac{\tau W}{\mu\beta}=\frac{500\times20}{190{,}000\times0.08732}\ \text{nm}\approx0.6\ \text{nm}=6\ \text{angstrom}.
$$

The constraint thus cuts the migration from the assumed 5 nm to roughly an eighth of it, unless the neighbours yield or the translation is relieved in some other way. This estimate counts only the neighbour that holds the far side. The grains at the two ends of a 20 nm boundary also hold the wall: if seven dislocations move while the continuation of the wall stays in place, this restraint alone stops them at about 0.5 nm on average, and the two together leave roughly 0.3 nm. A substrate bonded to the bottom of the column also resists the translation and shortens the distance further. In a simulation cell, clamped ends act as the neighbours do here, with $W$ the length available for elastic shear. At fixed stress and tilt, and with lattice friction neglected, doubling that length doubles the distance at which the wall stops. In the free bicrystal the same 500 MPa would add an elastic displacement of 0.053 nm for each 20 nm of sheared width, about 12 percent of the coupled translation.

Lattice friction is less certain. The Peierls–Nabarro estimate

$$
\tau_P\approx\frac{2\mu}{1-\nu}\exp\!\left[-\frac{2\pi}{1-\nu}\,\frac{p}{b}\right],
$$

gives about 360 MPa if the spacing $p$ is taken as the repeat distance of the prismatic planes, $(\sqrt3/2)\,b$. In a hexagonal close-packed crystal, however, the atomic planes of this family are alternately $b/(2\sqrt3)$ and $b/\sqrt3$ apart, and the wider gap, $p=b/\sqrt3$, gives about 4000 MPa. The exponent magnifies any error in the core width, so the estimate does not fix even the order of magnitude, and it does not establish that 500 MPa is enough to move the wall. Friction would also reduce the stopping distance found above.

Climb can be judged from the diffusion length $\sqrt{D_0e^{-Q/kT}t}$. With rough values $D_0=10^{13}$ nm$^2$/s and barriers $Q$ of 4.0 eV in the bulk and 2.0 eV along dislocation cores, an anneal of 60 s at 673 K gives about $3\times10^{-8}$ nm and 0.8 nm. The latter is short compared with the 5 nm from the middle of a column 10 nm high to its top or bottom surface, so with these values supply of atoms from the surfaces is unlikely to disturb the coupling in most of the column. The conclusion depends on the barrier, however: 1.8 eV instead of 2.0 eV along the cores would raise the length to about 4.5 nm, comparable with the distance to the surfaces. Nor does the estimate exclude short-range rearrangement at the cores.

Set beside a real ruthenium liner, the temperature is in the range of interconnect processing, while a thickness of 10 nm is large, since liners can be only a few nanometres thick. Columns that share a $c$ axis but have unrelated in-plane orientations will often meet at angles above 15 degrees, where the formula puts the dislocations less than four Burgers lengths apart and the picture of separate dislocations becomes doubtful. Real boundaries may also be curved or contain other dislocations. For the low-angle boundary treated here, free translation is an assumption that a film does not meet: the ratio 0.087 describes the local motion of a gliding wall, while the surrounding grains, the substrate and the lattice friction limit how far it can go. The numerical output lists the values used.

## Values computed for the example and the checks

```
ATOMISTIC TEST (2D triangular lattice, Morse pairs)
tilt angle = 9.43 degree, atoms = 255
  imposed translation = 1.646 lattice constants
  boundary migration = 9.07 lattice constants
  measured ratio = 0.1656 (dimensionless)
  2 tan(theta/2) = 0.1650 (dimensionless)
tilt angle = 7.34 degree, atoms = 328
  imposed translation = 1.281 lattice constants
  boundary migration = 9.08 lattice constants
  measured ratio = 0.1292 (dimensionless)
  2 tan(theta/2) = 0.1283 (dimensionless)
WALL STRESS SUM times D (dimensionless)
  at x = 0.3 D: 2.4997; at x = D: 0.0740
RUTHENIUM LINER EXAMPLE, rough inputs
tilt angle = 5.0 degree
Burgers length = 0.27 nm
normal migration = 5.0 nm
column width = 20 nm
column height = 10 nm
shear modulus = 190000 MPa
Poisson ratio = 0.25 (dimensionless)
shear stress = 500 MPa
temperature = 673 K, anneal = 60 s
bulk diffusion barrier = 4.0 eV
core diffusion barrier = 2.0 eV
diffusion prefactor = 1e+13 nm^2/s
RESULTS for a freely translating bicrystal
dislocation spacing = 3.095 nm
spacing / Burgers length = 11.46
coupling ratio = 0.08732 (dimensionless)
tilt angle in radians = 0.08727 rad
relative excess of ratio over angle = 0.064 percent
glide path in each lattice = 5.0048 nm
tangential drift in each lattice = 0.2183 nm
grain translation = 0.4366 nm = 4.366 angstrom
NEGLECTED EFFECTS, order of magnitude
elastic shear displacement of one column = 0.0526 nm
back stress if neighbours hold = 4148 MPa
migration at which neighbours stop it = 0.603 nm = 6.03 angstrom
Peierls stress estimate = 358 MPa
wall shear stress one spacing away = 260 MPa
thermal energy = 0.0580 eV
bulk diffusion length = 2.6e-08 nm
core diffusion length = 0.80 nm
```
